# Scattering and Pore-Wall Area of an Exponentially Correlated Two-Phase Medium

A model interlayer film with a porosity of 25 % scatters X-rays with an intensity of 25.3 cm$^{-1}$ at wavenumber $q=0.5$ nm$^{-1}$ and 2.69 cm$^{-1}$ at $q=2.0$ nm$^{-1}$. Each cubic centimetre of this film contains about 940 m$^2$ of pore wall. How can two intensities and a porosity reveal an area that nobody has traced out? In this model one length, $a=0.8$ nm, governs both the fall of the intensity and the area. The connection is easiest to see on a line.

## 1. Pores on a line

Place cuts on a line at random and independently, with mean number $1/a$ per unit length. Make each interval between cuts a pore with probability $p$, independently of the others, and matrix otherwise. Let $I(x)=1$ in a pore and $I(x)=0$ in the matrix, so that $\langle I\rangle=p$.

The number of cuts between two points a distance $r$ apart is Poisson distributed with mean $r/a$, so the points share an interval with probability $e^{-r/a}$. If they do, both are in a pore with probability $p$; if not, with probability $p^2$. Hence

$$\langle I(x)I(x+r)\rangle=p\,e^{-r/a}+p^2(1-e^{-r/a}),$$

and subtracting $p^2$ gives the covariance

$$C(r)=\langle I(x)I(x+r)\rangle-p^2=p(1-p)e^{-r/a}.\tag{1}$$

A cut is a visible wall when its two sides differ, which has probability $p(1-p)+(1-p)p=2p(1-p)$. There are therefore $2p(1-p)/a$ walls per length. Half of them are entrances to pores, so there are $p(1-p)/a$ pores per length. Together they occupy the fraction $p$, and the mean pore length is

$$\ell_{\rm pore}=\frac{p}{p(1-p)/a}=\frac{a}{1-p}.$$

**Limit.** For $p\to0$ a pore is a single interval, and its mean length is $a$. At larger $p$ neighbouring pore intervals merge and the mean grows. For $p=0.30$, a simulated line of 400,000 intervals gave $1.420\,a$, against $1.429\,a$ from the formula.

## 2. The same medium in space

Now cut space with randomly placed, isotropically oriented planes. Let their area per volume be $s$. How often does a line meet them?

Take a needle of length $r$ and fixed direction, and a surface element $dA$ whose normal makes an angle $t$ with the needle. The needle crosses $dA$ if its starting point lies in a slanted prism of base $dA$ and volume $r|\cos t|\,dA$. With uniformly distributed starting points, the mean number of crossings is the prism volume summed over all surface in a unit volume. For isotropic directions $\mu=\cos t$ is uniform between $-1$ and 1, so

$$\langle|\cos t|\rangle=\int_0^1\mu\,d\mu=\frac12,\qquad \langle n\rangle=\frac{s\,r}{2}.\tag{2}$$

Choosing $s=2/a$ gives $r/a$ crossings, as on the line. For Poisson planes the crossing number is again Poisson distributed. The cells are convex, so two points share a cell precisely when no plane separates them, with probability $e^{-r/a}$. Colouring each cell independently then reproduces (1) in three dimensions. An exponential covariance is thus realizable for every $0<p<1$.

The visible wall is the part of the plane area with unlike cells on its two sides:

$$S_V=2p(1-p)\,\frac2a=\frac{4p(1-p)}{a}.\tag{3}$$

Here $S_V$ counts each wall once and refers to total volume, not to pore volume or mass.

**Test.** In 1500 sampled media with $p=0.30$, the covariance at $r=a$ was $0.0776\pm0.0008$, against $0.0773$ from (1). The wall area, found by comparing the cells on both sides of points on the planes, was $S_Va=0.8417\pm0.0037$, against $0.8400$ from (3). The uncertainties are one standard error.

## 3. Does the area depend on the planes?

Equation (3) has so far been shown for one construction. Suppose instead that only the covariance (1) is known. The medium is statistically homogeneous and isotropic, and its walls are sharp and piecewise smooth with finite area per volume.

Since $I$ is 0 or 1, $[I(x)-I(x+r)]^2$ equals 1 when the needle's ends lie in different phases and 0 otherwise. Using $I^2=I$,

$$P_{\rm unlike}(r)=\langle I(x)\rangle+\langle I(x+r)\rangle-2\langle I(x)I(x+r)\rangle.$$

The right side is $2p-2[C(r)+p^2]$. Because $C(0)=p-p^2$,

$$P_{\rm unlike}(r)=2[C(0)-C(r)].\tag{4}$$

The ends are unlike when the number of wall crossings is odd. For a short needle that number is nearly always 0 or 1. Two crossings require a nearly tangential needle or a place near an edge or a second wall, and these cases are a vanishing fraction of all crossings as $r\to0$. To first order $P_{\rm unlike}$ is therefore the mean crossing number, $S_Vr/2$ by (2). Equating this to (4) gives

$$C(0)-C(r)=\frac{S_V}{4}r+o(r),\qquad C'(0^+)=-\frac{S_V}{4}.\tag{5}$$

One factor $1/2$ comes from the orientation average, the other from the two ways of having unlike ends.

For the exponential, $C'(0^+)=-p(1-p)/a$, and (5) returns (3). The planes were one example; the area follows from the covariance.

**Limit: one cube.** Rule (5) should also hold for a single body, with the overlap volume of the body and its shifted copy in place of the covariance. For a cube of unit edge and a short shift $r\mathbf u$, the overlap is $(1-r|u_x|)(1-r|u_y|)(1-r|u_z|)$. Each $|u_i|$ averages to $1/2$, so the initial loss per unit shift is $3/2$. The surface is 6, and $6/4=3/2$. A numerical average at $r=10^{-3}$ gave 1.4994. The small deficit is the second-order term: $\langle|u_xu_y|\rangle=2/(3\pi)$, and three such pairs lower the ratio by $2r/\pi=0.0006$.

**Limits in porosity.** For $p\to0$, $S_V\to4p/a$; for $p\to1$, $S_V\to4(1-p)/a$. The area vanishes when either phase disappears. At fixed $a$ it is largest at $p=1/2$, where $S_V=1/a$.

The mean pore chord also generalizes. A random line meets $S_V/2$ walls per length and enters $S_V/4$ pores, so $\ell_{\rm pore}=4p/S_V$. With (3) this is $a/(1-p)$ again. Exchanging the phases gives $a/p$ for the matrix.

## 4. From covariance to intensity

Let $D$ be the difference in scattering-length density between pore and matrix. The fluctuation about the mean is $D[I(x)-p]$. The uniform mean scatters chiefly at $q$ of the order of the inverse sample size; its contribution, including a tail from the outer faces, is left out here. For a wide film with smooth, flat faces, that tail is confined to $\mathbf q$ close to the film normal. In single scattering, with amplitude phase $e^{i\mathbf q\cdot\mathbf x}$, the cross-section per volume and solid angle is

$$J(q)=\frac{D^2}{V}\iint_V\langle[I(x)-p][I(y)-p]\rangle e^{i\mathbf q\cdot(\mathbf x-\mathbf y)}d^3x\,d^3y.$$

The average depends only on $\mathbf r=\mathbf x-\mathbf y$. For a sample much larger than $a$, nearly every $y$ has its whole correlated neighbourhood inside $V$. The integral over $y$ then cancels $1/V$:

$$J(q)=D^2\int C(r)e^{i\mathbf q\cdot\mathbf r}d^3r.\tag{6}$$

The integral over directions is

$$2\pi\int_{-1}^{1}e^{iqr\mu}d\mu=4\pi\frac{\sin qr}{qr},$$

so that, with $d^3r$ supplying a factor $r^2$,

$$J(q)=\frac{4\pi D^2}{q}\int_0^\infty rC(r)\sin(qr)\,dr.\tag{7}$$

For the exponential, write the sine as the imaginary part of $e^{iqr}$ and set $b=1/a-iq$. Integration by parts gives

$$\int_0^\infty re^{-br}dr=\left[-\frac{r e^{-br}}{b}\right]_0^\infty+\frac1b\int_0^\infty e^{-br}dr=\frac1{b^2}.$$

The boundary term vanishes because the real part of $b$ is positive. Multiplying numerator and denominator by $(1/a+iq)^2$,

$$\frac1{b^2}=\frac{(1/a+iq)^2}{(1/a^2+q^2)^2},\qquad
\operatorname{Im}\frac1{b^2}=\frac{2q/a}{(1/a^2+q^2)^2}=\frac{2qa^3}{(1+q^2a^2)^2}.$$

The last form uses $(1/a^2+q^2)^2=(1+q^2a^2)^2/a^4$. Inserting it in (7), with the prefactor $p(1-p)$,

$$J(q)=\frac{8\pi a^3D^2p(1-p)}{(1+q^2a^2)^2}.\tag{8}$$

**Limit of small $q$.** Equation (6) at $q=0$ requires $4\pi\int_0^\infty r^2e^{-r/a}dr=8\pi a^3$, which agrees with (8). This is the limit from outside the excluded forward beam.

**Limit of large $q$.** When $qa\gg1$, the denominator becomes $q^4a^4$:

$$q^4J(q)\to\frac{8\pi D^2p(1-p)}{a}=2\pi D^2S_V.\tag{9}$$

The length $a$ has disappeared in favour of the wall area. The first correction multiplies (9) by $1-2/(qa)^2$. For $p=0.30$ and $qa=30$, numerical integration of (7) gave $q^4Ja/D^2=5.266$. The wall area sampled in Section 2 gives $2\pi S_Va=5.288$, with a standard error of 0.023.

**Test on the structure.** The scattered amplitude was also summed directly over points in the random-plane media. The points filled a Gaussian window of standard deviation $2.5a$, which spreads the wavenumber, so (8) was averaged over the same spread. In units of $D^2a^3$, the sampled intensities at $qa=0.5$, 1.0 and 2.0 were $2.711\pm0.086$, $1.315\pm0.026$ and $0.222\pm0.004$. The averaged law gives 2.713, 1.290 and 0.224.

## 5. What the intensity determines

Take the inverse square root of (8):

$$J^{-1/2}=J(0)^{-1/2}(1+a^2q^2).\tag{10}$$

Against $q^2$ this is a straight line, and slope divided by intercept is $a^2$. The contrast and porosity cancel in that ratio. The shape therefore gives $a$ but not $p$, and (3) still needs a porosity.

Absolute intensity with known $D$ supplies $p(1-p)$, either from $J(0)$ or from the integral

$$Q=\int_0^\infty q^2J\,dq=8\pi D^2p(1-p)\int_0^\infty\frac{x^2}{(1+x^2)^2}dx,\qquad x=qa.$$

The integrand has antiderivative $\frac12[\arctan x-x/(1+x^2)]$, since

$$\frac12\left[\frac1{1+x^2}-\frac{1-x^2}{(1+x^2)^2}\right]=\frac{x^2}{(1+x^2)^2}.$$

The integral is $\pi/4$, and

$$Q=2\pi^2D^2p(1-p).\tag{11}$$

Neither route distinguishes $p$ from $1-p$: exchanging pore and matrix reverses the sign of the fluctuation and leaves the intensity unchanged. A separate density measurement can settle the choice.

**Limit of a finite range.** If data stop at $X=q_{\max}a$, the missing fraction of $Q$ is

$$1-\frac2\pi\left[\arctan X-\frac{X}{1+X^2}\right]\simeq\frac{4}{\pi X}\quad(X\gg1).$$

This falls slowly, because the wall scattering in (9) makes $q^2J$ decay only as $q^{-2}$.

## 6. Numbers for the film

The film has $p=0.25$, $a=0.8$ nm and thickness 500 nm. Its matrix has density 1.4 g/cm$^3$ and 0.5 mol of electrons per gram, the approximate value for light elements other than hydrogen. Its electron density is

$$n_e=1.4\times0.5\times6.022\times10^{23}\ {\rm cm^{-3}}=421.5\ {\rm nm^{-3}}.$$

With empty pores and the classical electron radius $2.818\times10^{-6}$ nm, the contrast has magnitude

$$|D|=2.818\times10^{-6}\times421.5=1.188\times10^{-3}\ {\rm nm^{-2}}.$$

Then, with $p(1-p)=0.1875$ and $1\ {\rm nm^{-1}}=10^7\ {\rm cm^{-1}}$,

$$J(0)=8\pi(0.8)^3(1.188\times10^{-3})^2(0.1875)\times10^7=34.0\ {\rm cm^{-1}}.$$

At $q=0.5$ nm$^{-1}$ the denominator in (8) is $(1.16)^2$, and at $q=2.0$ nm$^{-1}$ it is $(3.56)^2$. These give the two opening intensities.

Now read them backwards. Their inverse square roots are 0.1988 and 0.6101 cm$^{1/2}$, and the values of $q^2$ are 0.25 and 4 nm$^{-2}$. The slope is $(0.6101-0.1988)/3.75=0.1097$ and the intercept $0.1988-0.25\times0.1097=0.1714$, in the corresponding units. Thus

$$a=\sqrt{0.1097/0.1714}=0.80\ {\rm nm}.$$

The wall area is

$$S_V=\frac{4\times0.1875}{0.8}=0.94\ {\rm nm^{-1}}=940\ {\rm m^2/cm^3}.$$

One cubic centimetre of film weighs $1.4\times0.75=1.05$ g, so this is about 890 m$^2$/g. The mean chords are $0.8/0.75=1.07$ nm in pores and $0.8/0.25=3.2$ nm in the matrix. The correlation length is neither of these, nor is it a pore radius.

## 7. Testing the assumptions

**Blurred walls.** Let the density profile be smoothed by a Gaussian of standard deviation $\sigma$ along each axis. A convolution in space is a product in $q$, so the amplitude acquires $e^{-q^2\sigma^2/2}$ and the intensity $e^{-q^2\sigma^2}$. For $\sigma=0.15$ nm, the same two-point reading gives $a=0.83$ nm and $S_V=0.90$ nm$^{-1}$, about 4 % below the sharp-wall area. A third point at $q=4.0$ nm$^{-1}$ lies 13 % above the straight line in $J^{-1/2}$.

**Background.** An unsubtracted constant of 0.1 cm$^{-1}$, with sharp walls, changes the reading to $a=0.79$ nm and $S_V=0.95$ nm$^{-1}$. The third point now lies 12 to 13 % below the line. Blur and background bend the plot in opposite directions, so they can partly hide one another.

**A different pore shape.** Put sphere centres at random and call everything covered by a sphere a pore. If $\eta$ is the number density of spheres times the volume of one sphere, a point is uncovered with probability $1-p=e^{-\eta}$. The total sphere surface per volume is $3\eta/R$, of which the fraction $1-p$ is exposed. Requiring the film's porosity and true wall area gives

$$R=\frac{3\eta(1-p)}{S_V}=\frac{3(0.2877)(0.75)}{0.9375}=0.69\ {\rm nm}.$$

Applied to this medium, the two-point reading gives $a=0.23$ nm and $S_V=3.2$ nm$^{-1}$, about 3.5 times the true area. The reason lies in the long tail of the exponential. Expanding $\sin(qr)/(qr)=1-q^2r^2/6+\cdots$ in (6) gives

$$\frac{J(q)}{J(0)}=1-\frac{q^2M}{6}+\cdots,\qquad M=\frac{\int r^4C\,dr}{\int r^2C\,dr}.$$

For the exponential, $M=24a^5/(2a^3)=12a^2$, or 7.7 nm$^2$. In the sphere medium no sphere covers two points farther apart than $2R$, so $C=0$ beyond 1.38 nm and $M$ is below 1.9 nm$^2$. Its intensity starts to fall much more slowly, and (10) translates that into a short $a$ and a large area. The third point lies 26 % above the line and exposes the mismatch. On an absolute scale with known $D$, the two readings already betray it: the intercept gives $J(0)=3.3$ cm$^{-1}$, and (8) with $a=0.23$ nm then requires $p(1-p)\approx0.76$, above the largest possible value $1/4$.

When the plot is not straight, (9) and (11) offer a route that does not assume an exponential. The inverse transform of (6) at $r=0$ gives $D^2C(0)=Q/(2\pi^2)$, which is (11) for any covariance of a two-phase medium. For (9), set $h(r)=rC(r)$. Since $h(0)=0$ and $h,h'$ vanish at large $r$, two integrations by parts give

$$\int_0^\infty h\sin(qr)\,dr=-\frac1{q^2}\int_0^\infty h''\sin(qr)\,dr.$$

Suppose $C''$ is bounded near $r=0$, and $h''$ is continuous for $r>0$ with an integrable derivative. A third integration by parts then leaves $-h''(0^+)/q^3=-2C'(0^+)/q^3$ at large $q$, which is $S_V/(2q^3)$ by (5). Inserted in (7), this is (9). The ratio of (9) to (11) gives

$$S_V=\pi p(1-p)\frac{\lim_{q\to\infty}q^4J}{Q},$$

in which $D$ cancels. It needs a well-defined $q^{-4}$ range and an extrapolated $Q$.

The equal spheres above violate the continuity condition. Just below $r=2R$ their covariance is $C\simeq\frac38(1-p)^2\eta(2-r/R)^2$, so $h''$ drops there from $3(1-p)^2\eta/(2R)$ to zero. This jump adds a term proportional to $\cos(2qR)$ of the same order in $q$ as the wall term, for which $|h''(0^+)|=S_V/2=3(1-p)\eta/(2R)$. Hence $q^4J$ keeps oscillating about $2\pi D^2S_V$ with relative amplitude $1-p=0.75$, and its average over the oscillations must replace the limit. For the exponential film, stopping at $q=4.0$ nm$^{-1}$ misses 37 % of $Q$. Using the truncated value with the correct $q^{-4}$ limit would multiply the area by $1/(1-0.374)=1.6$. At that $q$, moreover, $q^4J$ has reached only 83 % of its limit, so the limit too must be extrapolated.

**Smaller effects.** At fixed $a$, raising the porosity from 0.25 to 0.28 raises the calculated area by 7.5 %. The two outer film faces have an area per volume of $2/500=0.004$ nm$^{-1}$, or 0.4 % of the wall area. For a film with empty space on both sides, only their matrix part, three quarters of it, is an interface, so they add 0.003 nm$^{-1}$, or 0.3 %. At wavelength 0.154 nm, a single normal pass scatters a fraction $5\times10^{-6}$ of the beam from the pores, so multiple pore scattering is negligible here. Absorption, polarization and instrument smearing have not been included.

**Beside a real dielectric.** Porosities of some tens of percent, pores of roughly a nanometre and thicknesses of hundreds of nanometres are the rough regime of porous low-$k$ interlayer films. The parameters above belong there but describe no particular product. Such matrices contain hydrogen: CH$_3$SiO$_{1.5}$ has 0.52 mol of electrons per gram rather than 0.5, which raises the intensities by 9 % but changes neither $a$ nor the area at given $p$. Of the assumptions varied above, the exponential covariance affects the area most: the sphere comparison shows an area error of a factor 3.5 with porosity and true area held fixed. Sharp walls are also an idealization when the mean pore chord is only a few interatomic distances. The inferred 940 m$^2$/cm$^3$ is then an extrapolation of nanometre-scale scattering to a geometric wall, and need not equal the area accessible to a gas. A straight plot over a wide range of $q$, after background subtraction, supports its use but does not prove it; two readings cannot test straightness at all, and check the model only through $J(0)$, when absolute intensity, $D$ and $p$ are known. Slight curvature matters. For overlapping spheres with exponentially distributed radii, and the same porosity and true area, the straight line with the smallest maximum relative deviation from $J^{-1/2}$ between $q=0.5$ and 4 nm$^{-1}$ stays within 3 % of it, yet gives an area about a third too large. The values for the exponential film and the equal spheres are in the numerical output below.

## Numbers as computed

```
Random-plane medium: p = 0.30, a = 1.0, media 1500
covariance at r/a=0.25: measured 0.1648 +- 0.0008, law 0.1635
covariance at r/a=1.00: measured 0.0776 +- 0.0008, law 0.0773
covariance at r/a=2.00: measured 0.0286 +- 0.0006, law 0.0284
wall area x a: measured 0.8417 +- 0.0037, law 0.8400
windowed scattering/a^3 at qa=0.5: measured 2.711 +- 0.086, law 2.713
windowed scattering/a^3 at qa=1.0: measured 1.315 +- 0.026, law 1.290
windowed scattering/a^3 at qa=2.0: measured 0.222 +- 0.004, law 0.224
q^4 x scattering x a at qa=30: 5.266; 2 pi x measured area x a: 5.288
cube of unit edge, initial slope: 1.4994 (area/4 = 1.5)
mean pore chord/a: simulated 1.420, law 1.429
Film: p = 0.25, a = 0.80 nm, thickness = 500 nm
matrix density = 1.40 g/cm3, electrons = 0.50 mol/g
electron density = 421.5 nm^-3
classical electron radius = 2.8179e-06 nm
contrast = 1.1879e-03 nm^-2
p(1-p) = 0.1875
wall area per total volume = 0.9375 nm^-1 = 937.5 m2/cm3
wall area per film mass = 893 m2/g
mean pore chord = 1.067 nm
mean matrix chord = 3.200 nm
intensity at q=0: 34.05 cm^-1
intensity at q=0.5 nm^-1: 25.3021 cm^-1, to power -1/2: 0.1988 cm^(1/2)
intensity at q=2.0 nm^-1: 2.6864 cm^-1, to power -1/2: 0.6101 cm^(1/2)
intensity at q=4.0 nm^-1: 0.2695 cm^-1, to power -1/2: 1.9263 cm^(1/2)
inversion: a = 0.8000 nm, q=0 intensity = 34.05 cm^-1, p(1-p) = 0.1875
Neglected effects: a and area as read from q = 0.5 and 2.0 nm^-1,
p known; misfit = third point relative to the straight line
wall blur 0.15 nm: a = 0.829 nm, area = 0.904 nm^-1, misfit = 12.9 %
background 0.1 cm^-1: a = 0.789 nm, area = 0.951 nm^-1, misfit = -12.5 %
overlapping spheres: a = 0.231 nm, area = 3.244 nm^-1, misfit = 25.6 %
sphere radius for the same true wall area = 0.690 nm
porosity error +0.03: area changes 7.5 %
two film faces / wall area = 0.43 %
scattered fraction in one pass at 0.154 nm wavelength = 5.02e-06
invariant beyond q=4.0 nm^-1 = 37.4 %
```
